# Periodic zeros of the tunnel splitting of a biaxial spin

## Tunnel splitting in a hard-axis field

A spin $S=10$ with two easy directions and anisotropy constants of a few tenths of a kelvin has, in zero field, a ground doublet split by $7.2\times10^{-10}$ K. A field of 0.1393 T along the hard axis removes this splitting. At 0.2785 T it is back, at $7.8\times10^{-10}$ K, and at 0.4178 T it is gone again. There are ten such zeros for positive field, 0.2785 T apart. A field that lowers the barrier should help tunnelling; here it stops it at evenly spaced values.

### Model and conventions

Spin operators are dimensionless, and energies are divided by $k_B$ and given in kelvin. The Hamiltonian is

$$H=k_1S_z^2+k_2S_y^2-hS_z,\qquad 0<k_2<k_1,\qquad h=g\mu_BB/k_B. \tag{1}$$

The easy axis is $x$, the medium axis $y$ and the hard axis $z$, along which the field points. The two wells, which would store a bit, lie near $\pm x$. The tunnel splitting is the distance between the two lowest levels. We use

$$a=\sqrt{k_1},\qquad b=\sqrt{k_1-k_2},\qquad p=\frac{h}{ab}. \tag{2}$$

The claim is that the splitting vanishes if and only if

$$p\in\{-(2S-1),\,-(2S-3),\dots,2S-1\},\qquad \Delta h=2ab=2\sqrt{k_1(k_1-k_2)}. \tag{3}$$

A path argument gives the physical reason. An algebraic proof then shows that (3) is exact for the Hamiltonian (1).

### Two paths and their phase

Treat the spin as a classical vector with $x=S\cos\theta$ for its $z$ component and azimuth $\varphi$. Its energy is

$$E=k_1x^2+k_2(S^2-x^2)\sin^2\varphi-hx. \tag{4}$$

For $|h|<2k_1S$ the minima lie at $\varphi=0,\pi$ with $x=h/2k_1$ and $E_0=-h^2/4k_1$. Tunnelling conserves energy, so along a path under the barrier $E=E_0$. With $s=\sin\varphi$,

$$(k_1-k_2s^2)x^2-hx+k_2S^2s^2+\frac{h^2}{4k_1}=0. \tag{5}$$

In the discriminant the two terms $h^2$ cancel, which leaves

$$D=-k_2s^2\left[4S^2(k_1-k_2s^2)-\frac{h^2}{k_1}\right]. \tag{6}$$

The bracket is smallest at $s^2=1$. It is positive along the whole path if $|h|<2Sab$, and then

$$\mathrm{Re}\,x=\frac{h}{2(k_1-k_2s^2)},\qquad |\mathrm{Im}\,x|=\frac{\sqrt{-D}}{2(k_1-k_2s^2)}. \tag{7}$$

The imaginary part makes the amplitude decay; the real part gives it a phase. The kinetic phase of a spin path is $\int(x-S)\,d\varphi$. The constant $-S$ ensures that a small loop around $+z$, where $x=S$, carries no phase.

One path runs from $\varphi=0$ to $\pi$ through $+y$, the other from $0$ to $-\pi$ through $-y$. Their phases differ, up to an overall sign, by the integral over a full turn:

$$\Phi=2\pi S-\oint\mathrm{Re}\,x\,d\varphi. \tag{8}$$

Since $k_1-k_2\sin^2\varphi=a^2\cos^2\varphi+b^2\sin^2\varphi$, the substitution $t=\tan\varphi$ on each half turn gives

$$\oint\frac{d\varphi}{k_1-k_2\sin^2\varphi}=2\int_{-\infty}^{\infty}\frac{dt}{a^2+b^2t^2}=\frac{2\pi}{ab}. \tag{9}$$

Hence $\Phi=2\pi S-\pi p$. The reflection $y\to-y$ of (4) makes the two amplitudes equal in modulus, and their sum is proportional to

$$|1+e^{i\Phi}|=2\left|\cos\left(\pi S-\frac{\pi p}{2}\right)\right|. \tag{10}$$

It vanishes when $p$ differs from $2S$ by an odd integer, in agreement with (3). The field changes the relative phase of the two paths, and each zero is a destructive interference. While $\mathrm{Re}\,x$ stays below $S$, this phase can be pictured as an area on the sphere between two curves of height $\mathrm{Re}\,x$. In the example below, the picture fails from the sixth zero on, where $\mathrm{Re}\,x$ exceeds $S$ at $\varphi=\pi/2$; the phase in (8) remains valid. For the example, integrating the numerical roots of (5) gives $\Phi=19\pi$ at the first zero and $17\pi$ at the second.

The size of the splitting follows from $\mathrm{Im}\,x$. At $h=0$, with $v=\cos\varphi$, the decay exponent of one path is

$$\int_0^\pi|\mathrm{Im}\,x|\,d\varphi=S\int_{-1}^{1}\frac{\sqrt{k_2}\,dv}{\sqrt{b^2+k_2v^2}}=2S\,\mathrm{arsinh}\frac{\sqrt{k_2}}{b}=2S\,\mathrm{artanh}\sqrt{\frac{k_2}{k_1}}. \tag{11}$$

The last form holds because an angle with hyperbolic sine $\sqrt{k_2}/b$ has hyperbolic cosine $a/b$. For $k_2/k_1=0.5$, (11) gives 1.7627 per unit of spin. The decay of the computed splittings between $S=11$ and 13 and between $S=23$ and 25, extrapolated to remove a $1/S$ correction, gives 1.7637.

This argument is of leading order in large $S$. It does not exclude an extra phase from fluctuations about the paths, which would shift the zeros. The proof below makes no such approximation.

### The Hamiltonian in a complex rotated frame

With $S_z^2=S(S+1)-S_x^2-S_y^2$ in the first term of (1),

$$H=k_1S(S+1)-K(p),\qquad K(p)=a^2S_x^2+b^2S_y^2+p\,ab\,S_z. \tag{12}$$

The lowest levels of $H$ are the highest of $K$.

The parity $\Pi=e^{i\pi S_z}$ reverses $S_x$ and $S_y$ and commutes with $H$. It separates the eigenstates of $S_z$ into two sectors, in each of which the quantum number advances in steps of two. Within a sector $H$ is tridiagonal, and its couplings come from $-k_2(S_+^2+S_-^2)/4$, so none is zero. The first component of an eigenvector then fixes all the others, and no level is degenerate within its sector. A degeneracy can only join one level from each sector.

Now set $c=\sqrt{k_2}$. Since $a^2-b^2=c^2$, there is a $\theta$ (no longer the polar angle) with $a=c\cosh\theta$ and $b=c\sinh\theta$. Define

$$X=e^{-\theta S_z}S_xe^{\theta S_z},\qquad Y=e^{-\theta S_z}S_ye^{\theta S_z}. \tag{13}$$

The commutators $[S_z,S_x]=iS_y$ and $[S_z,S_y]=-iS_x$ give $dX/d\theta=-iY$ and $dY/d\theta=iX$. Therefore

$$X=S_x\cosh\theta-iS_y\sinh\theta,\qquad Y=S_y\cosh\theta+iS_x\sinh\theta, \tag{14}$$

$$S_x=X\cosh\theta+iY\sinh\theta,\qquad S_y=Y\cosh\theta-iX\sinh\theta. \tag{15}$$

Insert (15) into (12). The coefficients are

- of $X^2$: $a^2\cosh^2\theta-b^2\sinh^2\theta=(a^4-b^4)/c^2=a^2+b^2$;
- of $Y^2$: $-a^2\sinh^2\theta+b^2\cosh^2\theta=(-a^2b^2+b^2a^2)/c^2=0$;
- of $XY+YX$: $i(a^2-b^2)\cosh\theta\sinh\theta=i\,ab$.

The term in $Y^2$ has gone, and

$$K(p)=(a^2+b^2)X^2+i\,ab\,(XY+YX)+p\,ab\,S_z. \tag{16}$$

The operators $X$, $Y$, $S_z$ come from $S_x$, $S_y$, $S_z$ by one similarity transformation, so they obey the same commutators. Hence $X$ has the eigenvalues $m=-S,\dots,S$, with eigenvectors $|m)$, which are not orthogonal. Since $[Y,S_z]=iX$ and its cyclic partners hold, $R_\pm=Y\pm iS_z$ are the usual ladder operators for $X$:

$$R_+|m)=r_m|m+1),\quad R_-|m+1)=r_m|m),\quad r_m=\sqrt{S(S+1)-m(m+1)}. \tag{17}$$

Put $Y=(R_++R_-)/2$ and $S_z=(R_+-R_-)/2i$ into (16). Between $m$ and $m+1$ the operator $XY+YX$ gives $(2m+1)r_m/2$ in both directions. The field term gives $-ip\,ab\,r_m/2$ upwards and $+ip\,ab\,r_m/2$ downwards. So $K(p)$ is tridiagonal, with diagonal $(a^2+b^2)m^2$ and

$$K_{m+1,m}=\frac{i\,ab}{2}(2m+1-p)\,r_m,\qquad K_{m,m+1}=\frac{i\,ab}{2}(2m+1+p)\,r_m. \tag{18}$$

### No zeros at other fields

Write an eigenvector of $K$ as $\sum\psi_m|m)$. The row $m+1$ of the eigenvalue equation contains $\psi_m$ with the factor $K_{m+1,m}$. If none of these factors vanishes, $\psi_S$ fixes $\psi_{S-1}$, then $\psi_{S-2}$, and so on. Each eigenvalue has a single eigenvector. But $K$ is Hermitian, so a degenerate level would have two. A degeneracy of any two levels thus requires

$$p=2m+1,\qquad -S\le m\le S-1, \tag{19}$$

which is the list (3).

### A partner for each low level

Take a value $p\ge0$ from the list, so that $p+2S$ is odd. We look for a function $M=f(X)$ with

$$M\,K(p)=K(-p)\,M. \tag{20}$$

The diagonal elements agree for any $f$. By (18), the upward and the downward elements both demand

$$f(m+1)\,(2m+1-p)=(2m+1+p)\,f(m). \tag{21}$$

This is solved by the product of $p$ factors in unit steps,

$$f(m)=\prod_{j=-(p-1)/2}^{(p-1)/2}(m+j),\qquad f=1\ \text{for}\ p=0. \tag{22}$$

To see this, pass from $m$ to $m+1$: the factor $m-(p-1)/2=(2m+1-p)/2$ is lost and $m+(p+1)/2=(2m+1+p)/2$ is gained, as (21) requires.

Let $R=e^{-i\pi S_x}$, the half turn about $x$. It reverses $S_y$ and $S_z$, so $RK(-p)R^{-1}=K(p)$. With $Q=RM$,

$$QK(p)=RK(-p)M=K(p)Q. \tag{23}$$

Next consider parity. $\Pi$ reverses $X$, and the shifts $j$ in (22) come in pairs of opposite sign, so $M$ changes parity by $(-1)^p$. $R$ turns an $S_z$ eigenvalue $\mu$ into $-\mu$, which multiplies $e^{i\pi\mu}$ by $e^{-2\pi i\mu}=(-1)^{2S}$. Together, $Q$ changes parity by $(-1)^{p+2S}=-1$. An eigenstate of definite parity that $M$ does not annihilate therefore has a partner of equal energy and opposite parity.

### Why the ground state is among the paired levels

$M$ annihilates the $p$ vectors $|m)$ with $|m|\le(p-1)/2$. Their span, the kernel of $M$, is invariant under $K(p)$ by (20) and under $\Pi$. As $K(p)$ is Hermitian, the orthogonal complement is invariant too. Thus $p$ eigenstates lie in the kernel and $2S+1-p$ in the complement, and those in the complement have partners. It must still be shown that they are the lowest levels of $H$.

Let $k_2\to0$ at fixed $p$. Then $ab\to k_1$, and the levels of $H$ in terms of the $S_z$ eigenvalue $\mu$ are

$$k_1(\mu^2-p\mu)=k_1\left[\left(\mu-\frac p2\right)^2-\frac{p^2}{4}\right]. \tag{24}$$

In the same limit $c^pM=\prod(aS_x-ibS_y+cj)$ tends to $a^pS_-^p$, which annihilates the $p$ states $\mu=-S,\dots,-S+p-1$. Its rank is the same as for $k_2>0$, so the kernel changes continuously down to $k_2=0$. The complement there holds $\mu=p-S,\dots,S$. These states form pairs $\{\mu,p-\mu\}$ of equal energy, because $\mu=p/2$ is not an allowed value. They lie closer to $p/2$ than any kernel state, hence strictly lower in energy.

Now increase $k_2$. For a kernel level to pass below a pair it would first have to meet it. Three states would then share one energy, and two of them would belong to the same sector, which was excluded above. The order therefore persists for all $0<k_2<k_1$: **at each $p\ge0$ of the list, the lowest $2S+1-p$ levels form exact doublets.** Since $p\le2S-1$, there is at least one doublet, and the ground state belongs to it. Negative $p$ follows by the rotation $R$. This proves (3).

The statement was tested on spectra for $S=1,\,5/2,\,3,\,4,\,9/2$ with $k_2/k_1=0.25$ and 0.7. At each listed $p\ge0$ the predicted doublets closed to within $10^{-11}k_1$. All other neighbouring levels, and all levels at $p+\tfrac12$ and $p+1$, stayed more than $10^{-8}k_1$ apart.

### Special cases

For $S=1$ the result can be checked by hand. The state $\mu=0$ has energy $k_2$. The states $\mu=\pm1$ have diagonal energies $k_1+k_2/2\mp h$ and coupling $-k_2/2$, so their lower level is $k_1+k_2/2-\sqrt{h^2+k_2^2/4}$. Equality requires $(k_1-k_2/2)^2=h^2+k_2^2/4$, or $h^2=k_1(k_1-k_2)$. That is $p=\pm1$.

For half-integer $S$ the list contains $p=0$: the zero-field degeneracy required by time reversal belongs to the same series. For integer $S$ the two paths add in zero field.

As $k_2\to0$ the spacing becomes $2k_1$, and the zeros turn into the ordinary crossings of neighbouring $S_z$ states in (24). As $k_2\to k_1$ the spacing goes to zero and all zeros gather at $h=0$, where $H$ becomes uniaxial about $x$ and its states $\pm m_x$ are degenerate.

### The numbers of the example

Take $S=10$, $g=2$, $k_1=0.35$ K and $k_2=0.25$ K. Then

$$ab=\sqrt{0.35\times0.10}\ \text{K}=0.18708\ \text{K},\qquad \Delta B=\frac{2\times0.18708\ \text{K}}{1.34343\ \text{K/T}}=0.2785\ \text{T}. \tag{25}$$

The first zero is at half a spacing, 0.1393 T, and the tenth at $19\times0.13926\ \text{T}=2.646$ T. A scan of the spectra for sign changes of the distance between the lowest levels of the two sectors found these ten zeros and no others up to 5.21 T, where the wells merge ($h=2k_1S$). The series thus ends at about half the merging field. In the path picture, the roots of (5) become real in part of the barrier at $h=2Sab$, here 2.785 T, and (10) no longer applies.

Between the zeros, at even $p$, the cosine in (10) has modulus one. The splitting there grows from $7.2\times10^{-10}$ K at $p=0$ to $2.8\times10^{-9}$ K at $p=8$ and $2.8\times10^{-6}$ K at $p=18$. Equations (6) and (7) show why: $|\mathrm{Im}\,x|$ falls with $|h|$ at every $\varphi$ between the wells, so each path is damped less. The field does ease tunnelling along each path while it turns their relative phase.

### What a real molecule changes

The parameters are of the size found in some biaxial molecular magnets of spin ten. In one well-studied iron cluster of this kind the measured spacing is roughly 0.4 T, well above 0.2785 T. Anisotropy beyond the quadratic terms can account for such a difference. Add to $H$ the term $C(J_+^4+J_-^4)$ with $J_\pm=S_z\pm iS_y$ and the rough value $C=-3\times10^{-5}$ K, all else fixed. The first two zeros move to 0.211 T and 0.632 T, a spacing of 0.420 T, and only four zeros remain on the hard axis for positive field up to 5.21 T.

So small a coefficient matters because the tunnelling path is complex. At $h=0$ and $\varphi=\pi/2$, (5) gives $x^2=-S^2k_2/(k_1-k_2)=-250$, and so $S_y^2=S^2-x^2=350$. With $x=15.8\,i$ and $S_y=18.7$, $J_+=34.5\,i$ and $J_+^4\approx1.4\times10^6$. The quartic energy on the unperturbed path is then about 43 K in magnitude, comparable with $k_2S_y^2=87.5$ K. The spacing in (3) is a property of (1), not of biaxial spins in general.

Alignment matters too. In the quadratic model (1), a field component along $y$ favours one path over the other, and two unequal amplitudes cannot cancel. This is not a general rule: with the quartic term, the six zeros missing from the hard axis reappear at isolated fields with $B_y\ne0$, near $(B_z,|B_y|)=(1.67,0.31)$, $(2.05,0.66)$ and $(2.46,1.03)$ T. For (1), with $B_z$ held at the fifth zero, 1.253 T, and the field tilted by $1^\circ$ towards $y$, a splitting of $1.2\times10^{-9}$ K remains. That is 43% of the value at $p=8$, the even $p$ just below this zero.

A stray field along the easy axis is more severe. At zero hard-axis field, 1 mT separates the wells by 0.027 K, $3.7\times10^7$ times the tunnel splitting of the quadratic model (1). The states are then localized in single wells, and a measurement must bring the wells into resonance, for instance by sweeping the easy-axis field through zero.

Temperature enters first through the next doublet. In zero field, with the quadratic anisotropy alone, it lies 5.61 K higher and is split by $1.4\times10^{-7}$ K, 190 times the ground splitting. If tunnelling rates scale as the square of the splitting, its weight relative to the ground doublet at 0.1 K is $1.6\times10^{-20}$. The two contributions become equal near $5.61\ \text{K}/\ln(190^2)\approx0.5$ K, where still higher doublets also matter. Even then the first zero would survive within this model, since at $p=1$ twenty of the 21 levels form exact doublets. At the tenth zero the ground doublet alone is paired.

For a memory element, a hard-axis field at a zero would suppress tunnelling within the ground doublet, though not thermal passage over the barrier or tunnelling within excited doublets that remain split, provided that the field is well aligned and the zero has been located for the actual anisotropy. The 0.139 T of the quadratic model would miss the first zero of the quartic one by 0.07 T. Higher spin multiplets, phonons and nuclear spins are left out here, and their effect on the zeros has not been estimated. The remaining computed values are in the numerical output.

## Calculated quantities

```
Spin S: 10
g factor: 2.0
k1: 0.35 K
k2: 0.25 K
g muB / kB: 1.34343 K/T
Product a b = sqrt(k1(k1-k2)): 0.187083 K
Zero spacing in h, formula: 0.374166 K
Zero spacing in B, formula: 0.278516 T
Mean spacing of scanned zeros: 0.278516 T
Number of zeros found for B > 0: 10
Zero 1: 0.139258 T
Zero 2: 0.417774 T
Zero 3: 0.696289 T
Zero 4: 0.974805 T
Zero 5: 1.253321 T
Zero 6: 1.531837 T
Zero 7: 1.810352 T
Zero 8: 2.088868 T
Zero 9: 2.367384 T
Zero 10: 2.645900 T
End of oscillation 2 S a b: 2.7852 T
Merging of the wells 2 k1 S: 5.2106 T
Path phase difference at zero 1: 19.0000 pi
Path phase difference at zero 2: 17.0000 pi
Splitting at p = 0: 7.1878e-10 K
Splitting at p = 2: 7.7988e-10 K
Splitting at p = 8: 2.7602e-09 K
Splitting at p = 10: 6.1354e-09 K
Splitting at p = 18: 2.8286e-06 K
Exponent per spin, k2/k1=0.5, spectra: 1.7637
Exponent per spin, k2/k1=0.5, formula: 1.7627
Exponent at B=0, example: 24.779
Quartic coefficient tried: -3.0e-05 K
Number of zeros with quartic term, B > 0: 4
Zero 1 with quartic term: 0.2112 T
Zero 2 with quartic term: 0.6316 T
First spacing with quartic: 0.4203 T
Tilt towards medium axis: 1.0 degree
Splitting left at zero 5 by the tilt: 1.19e-09 K
Stray easy-axis field: 1.0 mT
Level distance caused by stray field: 2.6846e-02 K
Ratio of that distance to B=0 splitting: 3.73e+07
Excitation to next doublet, B=0: 5.610 K
Splitting of next doublet, B=0: 1.37e-07 K
Temperature of use: 0.1 K
Boltzmann factor of next doublet: 4.3e-25
Same times squared splitting ratio: 1.6e-20
```
